# Waveguide sidewall-scattering loss from the roughness power spectrum

Suppose that the sidewalls of a waveguide are known to be rough by 2 nm rms, and nothing more is known. The propagation loss can't then be predicted. In the slab treated below, the same 2 nm gives a radiation loss of 1.3 dB/cm if the roughness is correlated over 10 nm and 7.9 dB/cm if it is correlated over 200 nm. What matters is how the roughness is distributed over spatial frequencies, because a guided wave can shed power into the cladding only if the wall supplies the missing wavenumber along the guide.

Take a symmetric slab with core index $n_1$ for $|x|<a$ and cladding index $n_2<n_1$ outside. Light travels along $z$, nothing depends on $y$, and the electric field is $E_y=E(x,z)e^{-i\omega t}$, parallel to the walls. With $k=\omega/c$ and lossless materials,

$$\left(\partial_x^2+\partial_z^2+k^2\varepsilon\right)E=0,\qquad \varepsilon=n^2 .$$

The smooth slab is assumed to carry one guided mode, $E_0=\varphi(x)e^{i\beta z}$, with $\varphi=\cos\kappa_0x$ in the core and $\varphi=\cos(\kappa_0a)\,e^{-\gamma(|x|-a)}$ outside. Here $\kappa_0^2=n_1^2k^2-\beta^2$ and $\gamma^2=\beta^2-n_2^2k^2$. Continuity of $\varphi'$ at the wall gives $\kappa_0\tan\kappa_0a=\gamma$, hence

$$\varphi(a)^2=\cos^2\kappa_0a=\frac{\kappa_0^2}{\kappa_0^2+\gamma^2}.$$

The norm $N=\int\varphi^2dx$ has a core part $a+\sin(\kappa_0a)\cos(\kappa_0a)/\kappa_0$ and a cladding part $\cos^2(\kappa_0a)/\gamma$. Since $\sin\kappa_0a=(\gamma/\kappa_0)\cos\kappa_0a$,

$$N=a+\varphi(a)^2\left(\frac{\gamma}{\kappa_0^2}+\frac1\gamma\right)
=a+\varphi(a)^2\,\frac{\gamma^2+\kappa_0^2}{\kappa_0^2\gamma}=a+\frac1\gamma .$$

Now let the upper wall move outward by $f_1(z)$ and the lower wall by $f_2(z)$, over a length $L$. Where $f_1>0$, core material replaces cladding and $\varepsilon$ rises by $\Delta=n_1^2-n_2^2$; where $f_1<0$ it falls by $\Delta$. In both cases the integral of the change across the wall is $\Delta f_1$. If the displacement is small compared with the distances over which the field varies, the change acts as a thin sheet:

$$\delta\varepsilon=\Delta\left[f_1(z)\,\delta(x-a)+f_2(z)\,\delta(x+a)\right].$$

The polarization matters here. A field parallel to the wall is continuous across it, so the field inside the displaced material is, to lowest order, the unperturbed $E_0$ at the wall. A field component normal to the wall jumps there and would need a different source. Writing $E=E_0+E_1$ and keeping first order in height,

$$\left(\partial_x^2+\partial_z^2+k^2\varepsilon_0\right)E_1=-k^2\,\delta\varepsilon\,E_0 .$$

Define $F_j(K)=\int f_j(z)e^{-iKz}dz$ and $B(x,q)=\int E_1e^{-iqz}dz$. The source contains $f_je^{i\beta z}$, whose transform at wavenumber $q$ is $F_j(q-\beta)$. With $g=k^2\Delta\,\varphi(a)$,

$$B''+(k^2\varepsilon_0-q^2)B=-g\left[F_1\,\delta(x-a)+F_2\,\delta(x+a)\right],\qquad F_j=F_j(q-\beta).$$

To first order, then, a wall component of spatial frequency $K$ turns the guided wavenumber $\beta$ into $q=\beta+K$, and into nothing else.

To find how strongly each $q$ is emitted, let

$$\kappa^2=n_1^2k^2-q^2,\qquad \sigma^2=n_2^2k^2-q^2,$$

and split the source into $F_e=(F_1+F_2)/2$, a change of width, and $F_o=(F_1-F_2)/2$, a displacement of the centre line. The even source produces $A\cos\kappa x$ in the core and an outgoing field $B_ee^{i\sigma(|x|-a)}$ outside. Continuity gives $A\cos\kappa a=B_e$. Integrating the equation across $x=a$ gives the jump of the derivative,

$$i\sigma B_e+\kappa A\sin\kappa a=-gF_e
\quad\Rightarrow\quad
B_e=-\frac{gF_e}{i\sigma+\kappa\tan\kappa a}.$$

The odd source produces $A\sin\kappa x$ in the core, with $A\sin\kappa a=B_o$, and

$$i\sigma B_o-\kappa A\cos\kappa a=-gF_o
\quad\Rightarrow\quad
B_o=-\frac{gF_o}{i\sigma-\kappa\cot\kappa a}.$$

For real $\sigma$, taking squared moduli gives $\sigma|B_e|^2=g^2w_e|F_e|^2$ and $\sigma|B_o|^2=g^2w_o|F_o|^2$, with the radiation weights

$$w_e=\frac{\sigma\cos^2\kappa a}{\sigma^2\cos^2\kappa a+\kappa^2\sin^2\kappa a},\qquad
w_o=\frac{\sigma\sin^2\kappa a}{\sigma^2\sin^2\kappa a+\kappa^2\cos^2\kappa a}.$$

The power follows from the Poynting vector. Faraday's law gives $H_z=\partial_xE/(i\omega\mu_0)$, so the time-averaged flux along $x$ is $\mathrm{Im}(E^*\partial_xE)/(2\omega\mu_0)$; along $z$ it is the same with $\partial_z$. The guided mode therefore carries $P_0=\beta N/(2\omega\mu_0)$ per unit length in $y$. Far above the slab $E_0$ has died out, and Parseval's theorem turns the flux integrated over $z$ into

$$\frac1{2\omega\mu_0}\int\frac{dq}{2\pi}\,\mathrm{Im}\left(B^*\partial_xB\right).$$

If $|q|<n_2k$, then $\sigma$ is real and the integrand is $\sigma|B|^2$. If $|q|>n_2k$, then $\sigma=i\eta$ with $\eta>0$, the field decays as $e^{-\eta x}$, and $B^*\partial_xB=-\eta|B|^2$ is real: no power leaves. This restricts the radiating roughness to $K=q-\beta$ with $|q|<n_2k$. Because $\beta>n_2k$, every such $K$ is negative, and

$$\boxed{\;\beta-n_2k<|K|<\beta+n_2k\;}$$

A real wall contains $+K$ and $-K$ with equal strength; the $+K$ part produces $q>\beta$, which is evanescent. Setting $q=n_2k\cos\theta$ gives $|K|=\beta-n_2k\cos\theta$, so each frequency in the window has its own emission angle $\theta$ from the forward direction. Long periods radiate forward and short periods backward.

The amplitudes above and below the slab are $B_e+B_o$ and $B_e-B_o$, whose squared moduli add up to $2(|B_e|^2+|B_o|^2)$. The radiated power is

$$P_{\rm rad}=\frac{1}{2\omega\mu_0}\int_{-n_2k}^{n_2k}\frac{dq}{2\pi}\;2g^2\left(w_e|F_e|^2+w_o|F_o|^2\right).$$

Let the roughness be stationary with zero mean, with the same correlation function $R(u)=\langle f_j(z+u)f_j(z)\rangle$ on both walls and $\langle f_1(z+u)f_2(z)\rangle=\rho R(u)$ between them. The power spectrum is $S(K)=\int R(u)e^{-iKu}du$, so that the variance is $s^2=\int S\,dK/2\pi$. Averaging the double integral for $|F_j|^2$ gives

$$\langle|F_j(K)|^2\rangle=\int_{-L}^{L}(L-|u|)R(u)e^{-iKu}du\simeq L\,S(K)$$

when $L$ is much longer than the correlation length $L_c$. If the spectrum falls very steeply, as a Gaussian one does, $L$ must be longer still, because the ends of the segment add a term that doesn't grow with $L$ but can exceed a very small $LS$. Likewise $\langle F_1F_2^*\rangle\simeq L\rho S$, and therefore

$$\langle|F_e|^2\rangle=\tfrac14L(2S+2\rho S)=\tfrac12L(1+\rho)S,\qquad
\langle|F_o|^2\rangle=\tfrac12L(1-\rho)S .$$

Dividing the mean radiated power by $LP_0$, and using $S(q-\beta)=S(\beta-q)$, gives the loss per unit length:

$$\boxed{\;\alpha_{\rm rad}=\frac{k^4\Delta^2\varphi(a)^2}{\beta N}\int_{-n_2k}^{n_2k}\frac{dq}{2\pi}\,S(\beta-q)\left[(1+\rho)w_e+(1-\rho)w_o\right]\;}$$

"First order" refers to the scattered field; the power is of second order in height. Energy conservation requires the guided wave to supply this power. If a segment can be chosen with $L_c\ll L\ll1/\alpha_{\rm rad}$, successive segments radiate independently and the guided power obeys $dP/dz=-\alpha_{\rm rad}P$ as far as radiation is concerned.

Radiation isn't the whole transmission loss, since the wall can also scatter light into the guided mode itself. Project the first-order equation on $\varphi$ by defining $b(z)=\int\varphi E_1dx/N$. Two integrations by parts in $x$, together with $\varphi''+k^2\varepsilon_0\varphi=\beta^2\varphi$, give

$$b''+\beta^2b=-2\beta c\,(f_1+f_2)e^{i\beta z},\qquad c=\frac{k^2\Delta\varphi(a)^2}{2\beta N}.$$

The outgoing solution of $G''+\beta^2G=-\delta(z)$ is $G=ie^{i\beta|z|}/(2\beta)$, because the slope of $e^{i\beta|z|}$ jumps by $2i\beta$. To the left of the rough segment this gives

$$b=ic\,e^{-i\beta z}\int(f_1+f_2)e^{2i\beta z'}dz'=ic\,e^{-i\beta z}\left[F_1(-2\beta)+F_2(-2\beta)\right],$$

and the mean reflected power per unit length, relative to $P_0$, is

$$\alpha_{\rm back}=2c^2(1+\rho)\,S(2\beta).$$

The frequency $2\beta$ lies above the radiation window. To the right of the segment the same calculation gives a forward amplitude $ic\int(f_1+f_2)dz'$, which is imaginary relative to the incident wave. To first order it shifts the phase and removes no power. The statement that only the window contributes is thus true of radiation loss at lowest order, and false of total transmission loss.

The sum $\alpha_{\rm rad}+\alpha_{\rm back}$ is the initial rate at which forward power is lost. Over a length where $\alpha_{\rm back}L$ is no longer small, reflected light can be scattered forward again, and a single exponential with this sum need not hold.

The prefactor and the weights both depend on the index contrast. Since $\kappa_0^2+\gamma^2=k^2\Delta$, the wall intensity is $\varphi(a)^2=\kappa_0^2/(k^2\Delta)$, and the prefactor becomes

$$\frac{k^4\Delta^2\varphi(a)^2}{\beta N}=\frac{k^2\Delta\,\kappa_0^2}{\beta N}.$$

As the contrast grows in a slab of given width, the field at the wall weakens relative to its peak at the centre, which offsets part of the factor $\Delta^2$. At fixed guided power the wall field can nevertheless grow, because $N=a+1/\gamma$ shrinks as the mode is drawn into the core. The offset is less than one full power of $\Delta$, because $\kappa_0$ itself grows with $\Delta$ in a slab of given width. The quantities $\beta$, $N$ and the weights depend on $\Delta$ as well, so this alone isn't a scaling law for the loss.

In the limit of weak contrast, $k^2\Delta\ll\sigma^2$, one may set $\kappa\simeq\sigma$. Then $w_e\simeq\cos^2(\sigma a)/\sigma$ and $w_o\simeq\sin^2(\sigma a)/\sigma$. For independent walls their sum is $1/\sigma$, the slab thickness drops out of the weights, and $dq/\sigma$ becomes $d\theta$ in magnitude:

$$\alpha_{\rm rad}\simeq\frac{g^2}{2\pi\beta N}\int_0^\pi S(\beta-n_2k\cos\theta)\,d\theta .$$

Each wall then radiates as if the medium around it were uniform. The approximation fails near grazing emission, where $\sigma\to0$. There the full weights vanish in proportion to $\sigma$ (unless $\sin\kappa a$ or $\cos\kappa a$ vanishes too), whereas $1/\sigma$ diverges. The integrated formula therefore overestimates the loss, especially when a long correlation length concentrates the emission at small forward angles.

For a worked case take round model values: wavelength 1.55 µm, slab width 0.20 µm, $n_1=2.8$, $n_2=1.4$, and independent walls with $s=2$ nm and $L_c=50$ nm. An exponential correlation $R=s^2e^{-|u|/L_c}$ has the spectrum

$$S(K)=2s^2\int_0^\infty e^{-u/L_c}\cos Ku\,du=\frac{2s^2L_c}{1+K^2L_c^2}.$$

The mode equation gives $\beta=8.679$ rad/µm, while $n_2k=5.675$ rad/µm. The window is therefore

$$8.679-5.675=3.004\ \text{rad/µm}<|K|<8.679+5.675=14.354\ \text{rad/µm},$$

that is, periods between 0.44 µm and 2.09 µm. It holds 30.1% of the roughness variance. Another 9.5% lies below it, and the remaining 60.4% above it. The rms height of this model wall is therefore made up mostly of components that do not radiate at this order.

The size of the loss can be followed by hand. With $k^2\Delta=96.6$ µm$^{-2}$, $\varphi(a)^2=0.554$ and $N=0.252$ µm, the prefactor is 2361 µm$^{-4}$. The window's variance counts both signs of $K$ and only one sign radiates, so

$$\int_{-n_2k}^{n_2k}\frac{dq}{2\pi}S(\beta-q)=\tfrac12(0.3014)(4\ \text{nm}^2)=6.03\times10^{-7}\ \text{µm}^2 .$$

A typical weight can be read from a single corrugation $f_1=h\cos Kz$ on one wall. Its component at $-K$ has amplitude $h/2$, and $F_e=F_o=F_1/2$, so the loss is the prefactor times $(h^2/8)(w_e+w_o)$. At $K=7.544$ rad/µm and $h=2$ nm this loss is $1.214\times10^{-4}$ µm$^{-1}$, which means $w_e+w_o=0.103$ µm. Using that value across the whole window gives

$$\alpha_{\rm rad}\approx2361\times6.03\times10^{-7}\times0.103\ \text{µm}^{-1}\approx1.5\ \text{cm}^{-1}.$$

The full integral gives 1.28 cm$^{-1}$, or 5.58 dB/cm after multiplication by $10/\ln10=4.343$. The estimate is too high because it ignores the fall of the weights towards the window edges. The uniform-medium approximation would do worse at this frequency: $q=8.679-7.544=1.135$ rad/µm gives $\sigma=5.56$ rad/µm and $1/\sigma=0.18$ µm in place of 0.103 µm.

For backscattering, $c=12.2$ µm$^{-2}$ and $S(2\beta)=228$ nm$^3$, so $\alpha_{\rm back}=2c^2S(2\beta)=0.68$ cm$^{-1}$, or 2.96 dB/cm. The initial rate of total loss is 8.54 dB/cm, about a third of it from a frequency outside the radiation window. The expansion is well placed: $\alpha_{\rm rad}L_c=6.4\times10^{-6}$, and the largest transverse wavenumber of the guided and radiated fields, $n_1k=11.4$ rad/µm, times the rms height is 0.02. The evanescent fields driven by the high-frequency tail of the spectrum vary faster; 2.5% of the variance has $|K|s>1$, where the thin-sheet picture does not hold.

The correlation between the walls changes the balance strongly. Pure width roughness, $\rho=1$, radiates 1.18 dB/cm and backscatters 5.92 dB/cm. Pure centre-line roughness, $\rho=-1$, radiates 9.98 dB/cm and has no first-order backscattering, because $f_1+f_2=0$. The order of the two radiation losses follows from the weights. Within the window $\kappa^2=\sigma^2+k^2\Delta$ keeps $\kappa a$ between 0.98 and 1.14, above $\pi/4$ and below $3\pi/4$, so $\sin^2\kappa a>\cos^2\kappa a$. Then $w_e$ has the smaller numerator, and also the larger denominator, since

$$\left(\sigma^2\cos^2\kappa a+\kappa^2\sin^2\kappa a\right)-\left(\sigma^2\sin^2\kappa a+\kappa^2\cos^2\kappa a\right)=k^2\Delta\left(\sin^2\kappa a-\cos^2\kappa a\right)>0 .$$

Hence $w_e<w_o$ at every emission angle. In a very thin slab, $\kappa a\ll1$, the order reverses: $w_o\simeq\sigma a^2$ becomes small, as the two opposed sources nearly cancel.

The dependence on correlation length also follows from the window. At fixed $s$ and $K$, the spectrum rises with $L_c$ until $KL_c=1$ and falls afterwards. For $L_c$ below $1/14.35$ µm, or 70 nm, every frequency in the window is still on the rising side; above $1/3.004$ µm, or 333 nm, every one is on the falling side. The maximum radiation loss must lie between. The computed values for independent walls are 1.32, 5.58, 7.85, 7.91 and 4.88 dB/cm at 10, 50, 100, 200 and 500 nm. Smoothing a wall so that its correlation length grows from 50 to 200 nm at unchanged rms height would therefore increase the radiation loss.

These results were tested against a calculation that makes no thin-sheet assumption. It solves the wave equation for sinusoidally corrugated walls with the full permittivity step, using five spatial harmonics and slicing each corrugation into 24 flat layers, and finds the complex propagation constant, twice whose imaginary part is the power loss. For three frequencies inside the window, each with one corrugated wall, width modulation and centre-line modulation, the loss at 2 nm amplitude agrees with the formula within 0.15%. At $K=2\beta$ the coupling of forward and backward waves by one wall should make the field decay at the rate $ch/2=122.2$ cm$^{-1}$; the full field gives 122.1 cm$^{-1}$. These small differences come almost entirely from the slicing: for the smooth profile the one-wall losses agree with the formula within 0.01% and the decay rate is 122.2 cm$^{-1}$. A separate test generates independent random walls and averages their first-order emission, which gives a mean radiation loss of $5.58\pm0.04$ dB/cm, in agreement with the spectral integral. It uses the same prefactor and weights, so it checks only the statistical averaging.

The same calculation shows where the window ceases to be a strict boundary. At $K=2.403$ rad/µm, below the window, the first-order field has $q=\beta-K=6.28$ rad/µm, which is evanescent, but the second-order field has $\beta-2K=3.87$ rad/µm, which radiates. Two terms feed it. One is a second scattering of the evanescent wave. The other is the next term in the expansion of the displaced wall, $\delta\varepsilon=\Delta\left[f\,\delta(x-a)-\tfrac12f^2\,\delta'(x-a)\right]$, where $f^2=\tfrac12h^2(1+\cos2Kz)$ contains $2K$ directly. At this frequency the $f^2$ term dominates; double scattering alone would give only about 1% of the loss. In both terms the amplitude is of order $h^2$ and the power of order $h^4$. Doubling the corrugation from 3 to 6 nm raises the loss by a factor of 16.0, from $9.8\times10^{-5}$ to $1.57\times10^{-3}$ cm$^{-1}$, against about 1 cm$^{-1}$ for a 2 nm corrugation inside the window. The slicing of the wall makes both values a little under 1% too low; for the smooth profile they are $9.9\times10^{-5}$ and $1.59\times10^{-3}$ cm$^{-1}$. At $K=15.86$ rad/µm, above the window, $\beta-K$ is already below $-n_2k$ and further multiples of $K$ lead further away, so this single frequency has no radiating order; the computed loss is below $10^{-4}$ cm$^{-1}$. A random wall contains many frequencies, and their differences can radiate at higher order even when each lies outside the window.

In a real guide of finite height, surrounded by a uniform cladding, radiation also leaves out of the plane. Its wavenumber along $z$ still can't exceed $n_2k$, so the window edges keep their form with the $\beta$ of that guide, while the weights must be recalculated. For the quasi-TE mode of a strip guide, whose main field component is normal to the sidewalls, the source term must be replaced too, so the loss values found here don't carry over to it. Any further guided mode of wavenumber $\beta_m$ can add scattering at $|K|=|\beta\mp\beta_m|$, unless symmetry forbids the coupling. A wall measurement meant to predict loss must therefore resolve the window and, for backscattering, the period $\pi/\beta$, here 0.36 µm. The numerical output below lists the computed values.

## Values computed for the example and the checks

```
wavelength: 1.55 um
slab width: 0.20 um
core index: 2.8; cladding index: 1.4
rms roughness: 2.0 nm
correlation length: 50 nm
vacuum wavenumber k: 4.0537 rad/um
core transverse wavenumber: 7.3150 rad/um
cladding decay constant gamma: 6.5660 1/um
guided wavenumber beta: 8.6787 rad/um
effective index: 2.1410
cladding wavenumber n2 k: 5.6751 rad/um
wall field squared phi(a)^2: 0.5538
mode norm N: 0.2523 um
loss prefactor: 2361.17 1/um^4
window lower edge: 3.0036 rad/um
window upper edge: 14.3538 rad/um
window longest period: 2.0919 um
window shortest period: 0.4377 um
backscattering frequency 2 beta: 17.3574 rad/um
spectrum S at K = 0: 400.00 nm^3
spectrum S at K = lower edge: 391.18 nm^3
spectrum S at K = beta: 336.62 nm^3
spectrum S at K = upper edge: 264.01 nm^3
spectrum S at K = 2 beta: 228.15 nm^3
variance share inside window: 30.14 %
variance share below window: 9.49 %
radiation loss: 1.2844 1/cm
radiation loss: 5.578 dB/cm
backscattering loss: 2.959 dB/cm
sum of both losses: 8.537 dB/cm
radiation loss times correlation length: 6.42e-06
width roughness, rho=1: radiation 1.176 dB/cm, backscattering 5.917 dB/cm
centre-line roughness, rho=-1: radiation 9.981 dB/cm, backscattering 0.000 dB/cm
Lc = 10 nm, rho=0: radiation 1.324 dB/cm, backscattering 1.007 dB/cm
Lc = 50 nm, rho=0: radiation 5.578 dB/cm, backscattering 2.959 dB/cm
Lc = 100 nm, rho=0: radiation 7.849 dB/cm, backscattering 2.585 dB/cm
Lc = 200 nm, rho=0: radiation 7.910 dB/cm, backscattering 1.590 dB/cm
Lc = 500 nm, rho=0: radiation 4.876 dB/cm, backscattering 0.680 dB/cm
random walls: 5.582 +/- 0.042 dB/cm (400 pairs)
corrugation amplitude in window tests: 2.0 nm
one wall, K = 5.274 rad/um: formula 1.1218 1/cm, full field 1.1202 1/cm
one wall, K = 7.544 rad/um: formula 1.2142 1/cm, full field 1.2124 1/cm
one wall, K = 11.516 rad/um: formula 1.1625 1/cm, full field 1.1608 1/cm
largest deviation, nine window tests: 0.149 %
below window, K = 2.403 rad/um: loss 9.840e-05 1/cm at 3 nm
below window: loss 1.573e-03 1/cm at 6 nm
below window: loss ratio on doubling height 15.985
above window, K = 15.856 rad/um: |loss| below 1e-4 1/cm: True
Bragg field decay: formula 122.187 1/cm, full field 122.099 1/cm
```
